# Linear Stopping of a Slow Ion in a Free-Electron Gas

## Definitions and conventions

Atomic units are used, with \(\hbar=m=e=1\), where \(m\) is the electron mass. A uniform, unpolarized electron gas at zero temperature has density \(n\), Fermi wave number \(k_F\) and Fermi velocity \(v_F=k_F\), related by

\[
n=\frac{k_F^3}{3\pi^2}.\tag{1}
\]

An ion of nuclear charge \(Z\), heavy enough to be treated as a classical particle, moves with constant velocity \(\mathbf v\). The stopping force \(S\) is the energy lost per path length, so the force on the ion is \(-S\hat{\mathbf v}\). For \(v\ll v_F\) the result to be derived is

\[
S=Qv,\qquad Q=n\,k_F\,\sigma_{\rm tr}(k_F),\tag{2}
\]

\[
\sigma_{\rm tr}(k)=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).\tag{3}
\]

In general units \(Q=n\,m\,v_F\,\sigma_{\rm tr}\). The \(\delta_l(k)\) are the phase shifts of the potential \(V(r)\) that an electron feels near the ion at rest: the nuclear attraction plus the response of the gas. This potential is taken to be spherical and of short range.

The electrons are treated in mean field, with an adiabatic exchange-correlation potential. The force on the nucleus may then be computed from the whole of \(V\). The Hartree part adds no net force, because the forces between any two charge elements are opposite. The exchange-correlation part adds none, because its energy is unchanged when the density is translated. The uniform part of the density also adds none, since \(\int\nabla V\,d^3r\) is a vanishing surface term. Collisions with lattice nuclei, band structure, changes of charge state and dynamical exchange-correlation friction are left out.

## The force exerted by one scattering wave

In the ion frame an electron has wave vector \(\mathbf k\). Its scattering state, normalized to unit incident density, is

\[
\psi_{\mathbf k}=\frac1{kr}\sum_l(2l+1)i^l e^{i\delta_l}u_l(r)P_l(\cos\theta),
\qquad u_l\to\sin\!\left(kr-\tfrac{l\pi}{2}+\delta_l\right).\tag{4}
\]

The factor \(e^{i\delta_l}\) is fixed by the identity \(e^{i\delta}\sin(x+\delta)=\sin x+e^{i\delta}\sin\delta\,e^{ix}\): the wave is a plane wave plus an outgoing wave of amplitude

\[
f(\theta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).\tag{5}
\]

The ion pushes the electron with \(-\nabla V\), so the electron pushes the ion with \(\langle\nabla V\rangle\). By axial symmetry this points along \(\hat{\mathbf k}\), with component \(\langle V'\cos\theta\rangle\). The angular integral

\[
\int_{-1}^{1}P_l\,x\,P_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)}\tag{6}
\]

couples only neighbouring partial waves. Adding each pair and its complex conjugate gives a phase factor \(2\,{\rm Re}[i e^{i(\delta_{l+1}-\delta_l)}]=2\sin(\delta_l-\delta_{l+1})\), and therefore

\[
\langle V'\cos\theta\rangle=\frac{8\pi}{k^2}\sum_l(l+1)\sin(\delta_l-\delta_{l+1})
\int_0^\infty u_lV'u_{l+1}\,dr.\tag{7}
\]

The radial integral can be done for any such \(V\). Put \(L=l+1\) and \(U=2V-k^2\). The radial equations are

\[
u_l''=\left[\frac{L(L-1)}{r^2}+U\right]u_l,\qquad
u_L''=\left[\frac{L(L+1)}{r^2}+U\right]u_L.\tag{8}
\]

Consider

\[
G=u_l'u_L'+\frac Lr(u_l'u_L-u_lu_L')-\left(U+\frac{L^2}{r^2}\right)u_lu_L.\tag{9}
\]

Differentiate and use (8) for the second derivatives. The coefficient of \(u_lu_L'\) is

\[
\left[\frac{L(L-1)}{r^2}+U\right]+\frac L{r^2}-U-\frac{L^2}{r^2}=0,
\]

and that of \(u_l'u_L\) is

\[
\left[\frac{L(L+1)}{r^2}+U\right]-\frac L{r^2}-U-\frac{L^2}{r^2}=0.
\]

In the coefficient of \(u_lu_L\), the second term of (9) gives \((L/r)(-2L/r^2)\), which cancels \(+2L^2/r^3\) from the last term. What remains is \(-U'=-2V'\), so

\[
G'=-2V'u_lu_L.\tag{10}
\]

At the origin \(u_l\propto r^L\) and \(u_L\propto r^{L+1}\), so \(G(0)=0\), even when \(V\sim-Z/r\). At large \(r\) the two waves are \(\sin a\) and \(\sin b\), with \(a-b=\pi/2+\delta_l-\delta_L\). Hence \(G(\infty)=k^2\cos(a-b)=-k^2\sin(\delta_l-\delta_L)\). Integration of (10) gives

\[
\int_0^\infty u_lV'u_{l+1}\,dr=\frac{k^2}{2}\sin(\delta_l-\delta_{l+1}).\tag{11}
\]

With (7) and (3), the force of one wave is

\[
\langle\nabla V\rangle_{\mathbf k}=k^2\sigma_{\rm tr}(k)\,\hat{\mathbf k}.\tag{12}
\]

## Why this is the transport cross-section

A beam of unit density carries flux \(k\), and deflection through \(\theta\) removes forward momentum \(k(1-\cos\theta)\). Equation (12) therefore requires

\[
\sigma_{\rm tr}=\int(1-\cos\theta)|f|^2d\Omega.\tag{13}
\]

To confirm it, write \(s_l=\sin\delta_l\). From (5), orthogonality and (6),

\[
\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)s_l^2
=\frac{4\pi}{k^2}\sum_l(l+1)(s_l^2+s_{l+1}^2),
\]

\[
\int\cos\theta|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l2(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1}).
\]

The first line splits \(2l+1\) into \((l+1)+l\) and shifts the index in the second part. The difference of the two lines contains

\[
s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})
=\left|e^{i\delta_l}s_l-e^{i\delta_{l+1}}s_{l+1}\right|^2.
\]

Since \(e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i\), the right side is \(|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})\). This reproduces (3).

## Sum over the displaced Fermi sphere

An electron with laboratory momentum \(\mathbf p\) has \(\mathbf k=\mathbf p-\mathbf v\) in the ion frame. The occupied incoming states satisfy \(|\mathbf k+\mathbf v|<k_F\). With two spin states, the force on the ion is

\[
\mathbf F=2\int_{|\mathbf k+\mathbf v|<k_F}\frac{d^3k}{(2\pi)^3}\,k^2\sigma_{\rm tr}(k)\hat{\mathbf k}.\tag{14}
\]

Occupied bound states add nothing, because the mean force in a stationary bound state is the time derivative of a constant mean momentum.

Let \(\mu=\hat{\mathbf k}\cdot\hat{\mathbf v}\) and take \(v<k_F\). The occupation condition is \(k^2+v^2+2kv\mu<k_F^2\), or \(\mu<\mu_c\) with

\[
\mu_c=\frac{k_F^2-k^2-v^2}{2kv}.\tag{15}
\]

For \(k<k_F-v\) every direction is occupied and opposite directions cancel. For \(k>k_F+v\) none is occupied. In between, \(\int_{-1}^{\mu_c}\mu\,d\mu=-(1-\mu_c^2)/2\). The negative sign makes the force a drag, and

\[
S(v)=\frac1{4\pi^2}\int_{k_F-v}^{k_F+v}k^4\sigma_{\rm tr}(k)(1-\mu_c^2)\,dk.\tag{16}
\]

Now set \(k=k_F+vt\), with \(-1<t<1\). As \(v\to0\), \(\mu_c\to-t\), and the smooth factor \(k^4\sigma_{\rm tr}\) takes its value at \(k_F\). Since \(\int_{-1}^{1}(1-t^2)dt=4/3\),

\[
S\to\frac{k_F^4\sigma_{\rm tr}(k_F)}{3\pi^2}\,v=n\,k_F\,\sigma_{\rm tr}(k_F)\,v.\tag{17}
\]

This is (2). One power of \(v\) comes from the thickness of the unbalanced shell. The full density \(n\) appears through (1), although the net force comes from the shell alone.

### The exclusion principle

Equation (14) contains no factor for empty final states. Suppose one is inserted. Scattering is elastic in the ion frame, and its rate \(w(\mathbf k,\mathbf k')\) for a spherical potential is symmetric in its arguments. The force becomes a sum of

\[
w(\mathbf k,\mathbf k')(\mathbf k-\mathbf k')\,n_{\mathbf k}(1-n_{\mathbf k'}),\tag{18}
\]

where \(n_{\mathbf k}\) is the occupation. The part containing \(n_{\mathbf k}n_{\mathbf k'}\) changes sign when \(\mathbf k\) and \(\mathbf k'\) are exchanged, so it sums to zero. Blocking changes the count of collisions but not their net momentum transfer.

## Deformation of the screening cloud

A moving ion has a deformed cloud, so its potential is \(V+\delta V\) with \(\delta V=O(v)\), not necessarily spherical. In the random-phase approximation \(\delta V\) falls off only as \(r^{-3}\), which is still fast enough for finite cross-sections. It might seem that this alters the force at first order.

Let \(\mathbf F[W,\mathbf v]\) be the force for any static, localized potential \(W\) in the ion frame. For \(\mathbf v=0\) the incoming waves fill all directions equally, and at each energy the net momentum transfer is proportional to

\[
\oint\!\!\oint|f(\mathbf k',\mathbf k)|^2(\mathbf k-\mathbf k')\,d\Omega\,d\Omega'
=\oint\mathbf k\,[\sigma_{\rm out}(\mathbf k)-\sigma_{\rm in}(\mathbf k)]\,d\Omega.\tag{19}
\]

Here \(\sigma_{\rm out}(\mathbf k)\) is the total scattering out of direction \(\mathbf k\), and \(\sigma_{\rm in}(\mathbf k)\) the total scattering into it. On the energy sphere the scattering operator is \(\mathcal S=1+(ik/2\pi)f\). The diagonal part of \(\mathcal S^\dagger\mathcal S=1\) gives \(\sigma_{\rm out}=(4\pi/k)\,{\rm Im}f(\mathbf k,\mathbf k)\). That of \(\mathcal S\mathcal S^\dagger=1\) gives the same value for \(\sigma_{\rm in}\). Thus \(\mathbf F[W,0]=0\), whatever the shape of \(W\).

The response of \(\mathbf F\) to \(\delta V\) therefore vanishes at \(\mathbf v=0\) and, for a smooth dependence on velocity, is itself \(O(v)\). Multiplied by \(\delta V=O(v)\), it changes the force at second order or beyond. Within the adiabatic mean field, the potential of the ion at rest fixes the linear friction.

For two unequal point scatterers without loss, the net momentum transfer in (19), divided by the sum of the absolute transfers along the axis, is zero to rounding error. With absorption added at one of them, the same ratio for the scattered electrons is 0.59, so the balance in (19) rests on unitarity. This second number is not the full force, because the momentum of the absorbed electrons is not counted.

## First correction for a frozen potential

One part of the deviation from the linear law can be found by holding \(V\) fixed. The expansion below requires \(\sigma_{\rm tr}(k)\) to be smooth near \(k_F\), as it is for the exponentially screened models used here. A potential with Friedel oscillations need not meet this condition: in the random-phase approximation the static screening has a logarithmic singularity at \(q=2k_F\), and the relative correction then contains a term in \(v^2\ln v\). Let \(g=k^2\sigma_{\rm tr}\) and define \(\Phi\) by \(\Phi'(k)=g(k)\), so that \(\nabla\Phi=g\hat{\mathbf k}\). Then (14) gives

\[
S=\frac1{4\pi^3}\frac{dJ}{dv},\qquad J(v)=\int_{p<k_F}\Phi(|\mathbf p-\mathbf v|)\,d^3p.\tag{20}
\]

Expand \(\Phi\) in \(\mathbf v\). Odd terms vanish over the sphere. In the even terms, isotropy replaces \((\mathbf v\cdot\nabla)^2\) by \(v^2\nabla^2/3\) and \((\mathbf v\cdot\nabla)^4\) by \(v^4\nabla^4/5\). With the Taylor factors \(1/2\) and \(1/24\),

\[
J=\int_{p<k_F}\left[\Phi+\frac{v^2}{6}\nabla^2\Phi+\frac{v^4}{120}\nabla^4\Phi+\dots\right]d^3p.\tag{21}
\]

By Gauss's theorem, \(\int\nabla^2\Phi=4\pi k_F^2g\). As \(\nabla^2\Phi=g'+2g/k\), also \(\int\nabla^4\Phi=4\pi k_F^2(g''+2g'/k-2g/k^2)\). The ratio of the two terms in \(dJ/dv\) gives

\[
\frac{S}{Qv}=1+\frac{v^2}{10g}\left(g''+\frac{2g'}k-\frac{2g}{k^2}\right)_{k_F}+O(v^4).\tag{22}
\]

A constant cross-section would give the positive correction \(2v^2/5k_F^2\). A negative one requires \(\sigma_{\rm tr}\) to vary with energy. Equation (22) is not the full correction to the linear law. The changed screening also contributes, and it can alter both the size and the sign of the correction.

## The weak-potential limit seen from the laboratory

For weak \(V\), the Born amplitude obeys \(|f|^2=|V_q|^2/4\pi^2\), where \(V_q\) is the Fourier transform of \(V\) and \(q\) the momentum transfer. From \(q^2=2k^2(1-\cos\theta)\) follow \(1-\cos\theta=q^2/2k^2\) and \(d\Omega=2\pi q\,dq/k^2\). Equations (13) and (17) give

\[
Q_{\rm B}=\frac1{12\pi^3}\int_0^{2k_F}q^3|V_q|^2\,dq.\tag{23}
\]

The laboratory frame provides a separate derivation. The moving potential transfers momentum \(\mathbf q\) and energy \(\omega=\mathbf q\cdot\mathbf v\) to an electron. The number of allowed transitions per volume and energy is

\[
N(q,\omega)=2\int\frac{d^3p}{(2\pi)^3}\,n_{\mathbf p}(1-n_{\mathbf p+\mathbf q})\,
\delta\!\left(\omega-\mathbf p\cdot\mathbf q-\tfrac{q^2}2\right).\tag{24}
\]

For \(\omega>0\) at zero temperature, the occupation factor equals \(n_{\mathbf p}-n_{\mathbf p+\mathbf q}\). Each term selects a disc of the Fermi sphere. For \(q<2k_F\) and small \(\omega\), the difference of their areas gives

\[
N=\frac1{4\pi^2q}\left[\left(\frac\omega q+\frac q2\right)^2-\left(\frac\omega q-\frac q2\right)^2\right]
=\frac{\omega}{2\pi^2q}.\tag{25}
\]

The golden rule then gives the absorbed power

\[
Sv=\int_{\mathbf q\cdot\mathbf v>0}\frac{d^3q}{(2\pi)^3}\,2\pi|V_q|^2\,\omega N
=\frac{v^2}{12\pi^3}\int_0^{2k_F}q^3|V_q|^2dq,\tag{26}
\]

where \(\int_0^1\mu^2d\mu=1/3\) was used. This agrees with (23), although blocking is explicit here and absent from (14). At \(v=0.3\), with the full spectrum and a charge of 0.01, the two frames agree to about 3 parts in \(10^5\), after averaging over both signs of the charge.

For \(V=-Ze^{-\alpha r}/r\), \(V_q=-4\pi Z/(q^2+\alpha^2)\), and (23) becomes

\[
Q_{\rm B}=\frac{2Z^2}{3\pi}\left[\ln(1+b)-\frac b{1+b}\right],\qquad b=\frac{4k_F^2}{\alpha^2}.\tag{27}
\]

At fixed \(\alpha\) this grows as \(Z^2\). The phase-shift formula does not. Each sine squared is at most one, and, apart from narrow resonances, the number of contributing partial waves grows only logarithmically: the centrifugal barrier turns wave \(l\) back near \(r=l/k_F\), where the screened potential is negligible once \(l\) is well above \((k_F/\alpha)\ln Z\).

## Fixing the screening

In a large sphere of radius \(R\), the levels of angular momentum \(l\) obey \(kR-l\pi/2+\delta_l=\nu\pi\), with integer \(\nu\). The potential therefore adds \(\delta_l(k_F)/\pi\) levels below the Fermi energy for each orbital and spin state, with bound levels included when the phase is absolute. Neutrality requires the added electrons to balance the nucleus, which is the Friedel sum rule:

\[
Z=\frac2\pi\sum_l(2l+1)\delta_l(k_F).\tag{28}
\]

If the s wave alone scattered, \(Z=1\) would require \(\delta_0=\pi/2\), the largest s-wave scattering. \(Z=2\) would require \(\delta_0=\pi\), and the friction would vanish. A larger charge need not mean a larger drag.

## A proton in an electron gas

Take a proton, \(Z=1\), in a gas with \(r_s=2\), where \(r_s\) is the radius in bohr of a sphere holding one electron. Then \(n=0.02984\) and \(k_F=0.9596\). The velocity \(v=0.2\) corresponds to a proton energy of 1.00 keV and to \(v/v_F=0.21\). The model potential is \(V=-e^{-\alpha r}/r\), and (28) fixes \(\alpha=1.255\). The phase shifts at \(k_F\) are

\[
\delta_0=0.9186,\quad\delta_1=0.1414,\quad\delta_2=0.0302,\quad\delta_3=0.0074,\quad\delta_4=0.0019.
\]

The first four terms of the sum in (3) are

\[
0.4917+0.0246+0.0016+0.0001\approx0.518.
\]

The s–p pair supplies about 95% of the sum. With \(4\pi/k_F^2=13.65\), \(\sigma_{\rm tr}=7.07\) bohr². Then

\[
Q=0.02984\times0.9596\times7.07=0.202,
\]

\[
S=0.20246\times0.2=0.0405\ \text{hartree/bohr}=2.08\ \text{eV/Å}.
\]

With this force alone, \(M\dot v=-Qv\), where \(M\) is the proton mass, and the velocity decays exponentially with time constant \(M/Q\approx219\) fs.

For the frozen potential, the coefficient of \(v^2\) in (22) is \(-0.315\) (a three-point difference with step 0.05 in \(k\) gives \(-0.3156\)), which predicts a reduction of 1.26% at \(v=0.2\). The integral (16) gives 1.27%, and 5.1% at \(v=0.4\). The linear law is thus good to about one per cent here as far as the frozen potential is concerned. Velocity-dependent screening is not included in that figure and can be just as large. In the random-phase approximation at \(r_s=2\) and \(v=0.2\), the deviation from the linear law is \(-1.3\%\) with the static screening held fixed and \(+1.3\%\) with the full dynamic screening. The figure therefore does not measure the accuracy of the linear law for the real moving ion.

The Born value for the same potential is \(Q_{\rm B}=0.107\), about half the phase-shift result. A proton at this density is not a weak scatterer, and linearity in velocity does not imply linearity of the response to its charge.

Within this mean-field model, the uncertainty in \(Q\) comes from the choice of \(V\). The Thomas–Fermi value \(\alpha=\sqrt{4k_F/\pi}=1.105\) gives \(Q=0.234\), but its phase shifts correspond to a screening charge of 1.25 instead of 1. A different shape, \(V=-(1/r+\lambda)e^{-2\lambda r}\) with \(\lambda=0.908\) set by (28), gives \(Q=0.239\), 18% above the first model. The sum rule fixes one combination of phase shifts, whereas friction depends on their differences. The three models give friction coefficients between 0.20 and 0.24 atomic units; their spread is not an error bound. A self-consistent local-density potential at \(r_s=2\) has \(\delta_0\approx1.05\) and \(\delta_1\approx0.12\) and gives \(Q\approx0.26\). This lies above all three models and about 27% above the first, so that \(S\approx2.6\) eV/Å at \(v=0.2\) and \(M/Q\approx170\) fs. A comparison with a real solid also needs the effects excluded at the outset. The numerical output lists the values and checks for the model potentials.

## Computed results

```
r_s = 2.0 bohr
density n = 0.029842 bohr^-3
k_F = v_F = 0.95958 a.u.
ion velocity v = 0.20 a.u.
v/v_F = 0.2084
proton energy = 0.9993 keV
Friedel-fixed alpha = 1.25455 bohr^-1
delta_0(k_F) = 0.91858 rad
delta_1(k_F) = 0.14144 rad
delta_2(k_F) = 0.03020 rad
delta_3(k_F) = 0.00737 rad
delta_4(k_F) = 0.00190 rad
Friedel charge, all l = 1.000000
sigma_tr(k_F) = 7.07041 bohr^2
sigma_tr by angular quadrature = 7.07041 bohr^2
friction coefficient Q = 0.20246 a.u.
linear stopping S = 0.040493 hartree/bohr
linear stopping S = 2.0822 eV/angstrom
velocity damping time M/Q = 9069.0 a.u.
velocity damping time M/Q = 219.37 fs
Born Q, same potential = 0.10725 a.u.
Thomas-Fermi alpha = 1.10534 bohr^-1
Friedel charge, Thomas-Fermi alpha = 1.25339
Q, Thomas-Fermi alpha = 0.23371 a.u.
cloud potential lambda = 0.90827 bohr^-1
Q, cloud potential = 0.23925 a.u.
force of unit-density wave = 6.510382 a.u.
k_F^2 sigma_tr = 6.510382 a.u.
largest radial identity error = 3.8e-09 a.u.
frozen-potential S, no blocking = 0.0399794 hartree/bohr
frozen-potential S, blocking = 0.0399794 hartree/bohr
coefficient of v^2 in S/(Qv) = -0.31561 a.u.
frozen S/(Qv) at v=0.1 a.u. = 0.99684
frozen S/(Qv) at v=0.2 a.u. = 0.98732
frozen S/(Qv) at v=0.4 a.u. = 0.94865
two-centre net/absolute force = -3.5e-15
same ratio with absorption = 0.5868
weak test: charge 0.01, alpha 1.0 bohr^-1, v 0.3 a.u.
weak S, ion frame = 4.657882e-06 hartree/bohr
weak S, laboratory = 4.657736e-06 hartree/bohr
box radius = 20.0 bohr; level number = 6
box level wave number = 0.89551 bohr^-1
s phase from level count = 0.93940 rad
s phase from radial wave = 0.93957 rad
```
